# Free-molecular heat flow between coaxial cylinders with diffuse reflection, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two plates to two cylinders

### A wider gap that conducts better

A wire of radius 5 µm lies on the axis of a cylindrical bore and is surrounded by helium so dilute that its atoms meet the walls far more often than each other. Both walls have an energy accommodation coefficient of 0.4. For a bore radius of 6 µm, the heat leaving the wire is 0.2667 of what it would be if both walls accommodated fully. For a bore radius of 20 µm the fraction is 0.3478. The wall temperatures and the rate at which atoms strike unit area are held fixed in this comparison. The gap has grown from 1 µm to 15 µm, and the heat loss has risen by 30 per cent.

In a dense gas a wider gap would reduce the heat flow. Here the width as such should not matter, because an atom carries its energy across without loss. That argument predicts no change, however, and the numbers show an increase. Something other than the width has changed: the ratio of the two wall areas. To see how it enters, I start with parallel plates, where the areas are equal, and then bend them.

### What a dilute gas delivers to a wall

Take first a monatomic gas in equilibrium at temperature $T$, with number density $n$, atomic mass $m$ and pressure $p=nkT$, where $k$ is the Boltzmann constant. Let $v$ be the velocity component towards a wall. Its distribution is

$$f(v)=n\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}.$$

In a time $dt$, atoms with component $v>0$ reach the wall from a layer of thickness $v\,dt$. The number striking unit area per second is therefore

$$J=\int_0^\infty v f(v)\,dv=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}}.$$

The integral used here is $\int_0^\infty v\,e^{-\beta v^2}dv=1/(2\beta)$ with $\beta=m/2kT$. Inserting $n=p/kT$ gives

$$J=\frac{p}{\sqrt{2\pi mkT}}. \tag{1}$$

The mean energy of the arriving atoms is needed as well. The factor $v$ favours fast atoms, so the normal motion contributes

$$\frac m2\,\frac{\int_0^\infty v^3e^{-\beta v^2}dv}{\int_0^\infty v\,e^{-\beta v^2}dv}=\frac m2\,\frac{1/(2\beta^2)}{1/(2\beta)}=\frac{m}{2\beta}=kT.$$

The two tangential components are not weighted and contribute $kT/2$ each. The mean energy per arriving atom is $2kT$, more than the $3kT/2$ per atom in the volume, because fast atoms arrive more often. Direct quadrature of these integrals gives $2.000000\,kT$.

In equilibrium a wall sends back as much as it receives. An atom that has come fully to equilibrium with a wall at temperature $T_i$ is therefore taken to leave with mean energy $2kT_i$.

### Accommodation as a rule for mean energies

Real atoms may leave before reaching equilibrium with the wall. Let $e_{\rm in}$ be the mean energy of atoms arriving at wall $i$, and $e_{\rm out}$ the mean energy of those leaving. The accommodation coefficient $a_i$ is defined by

$$e_{\rm out}=(1-a_i)\,e_{\rm in}+a_i\,2kT_i. \tag{2}$$

For $a_i=1$ the arriving energy is forgotten, and for $a_i=0$ it is kept entirely. I assume that $a_1$ and $a_2$ are constants, whatever the energy distribution of the arriving atoms. With this assumption the balances below are linear, and they do not require a small temperature difference.

It is convenient to write every mean energy as $2k$ times a number with the unit of kelvin:

$$e=2k\theta .$$

The quantity $\theta$ is an energy label. It need not be a temperature, because a mixture of accommodated and unaccommodated atoms need not have a Maxwellian distribution. In these terms (2) becomes $\theta_{\rm out}=(1-a_i)\theta_{\rm in}+a_iT_i$.

### Stage one: parallel plates

Plate 1 has temperature $T_1$ and plate 2 has temperature $T_2$. Each atom that leaves one plate next strikes the other. In a steady state neither plate collects atoms, so the same number $J$ per unit area and second travels each way. Let $\theta_1$ and $\theta_2$ label the mean energies of atoms leaving plates 1 and 2.

Plate 1 sends out $J\,2k\theta_1$ and receives $J\,2k\theta_2$. The net heat flux leaving it is

$$q=J\,2k\,(\theta_1-\theta_2)=J\,2k\,D,\qquad D=\theta_1-\theta_2. \tag{3}$$

Plate 1 receives label $\theta_2$, so its accommodation rule reads $\theta_1=(1-a_1)\theta_2+a_1T_1$. Subtracting $\theta_2$ from both sides gives

$$D=a_1(T_1-\theta_2)\quad\Rightarrow\quad T_1-\theta_2=\frac{D}{a_1}. \tag{4}$$

Plate 2 receives label $\theta_1=\theta_2+D$, so

$$\theta_2=(1-a_2)(\theta_2+D)+a_2T_2 .$$

Moving $(1-a_2)\theta_2$ to the left leaves $a_2\theta_2=(1-a_2)D+a_2T_2$, and hence

$$\theta_2-T_2=\left(\frac1{a_2}-1\right)D. \tag{5}$$

The unknown $\theta_2$ cancels when (4) and (5) are added:

$$T_1-T_2=D\left(\frac1{a_1}+\frac1{a_2}-1\right).$$

With (3), the heat flux is $q=a_{\rm pl}J\,2k(T_1-T_2)$, where

$$\frac1{a_{\rm pl}}=\frac1{a_1}+\frac1{a_2}-1. \tag{6}$$

**Limits.** If both plates accommodate fully, $a_{\rm pl}=1$, and atoms carry $2kT_1$ one way and $2kT_2$ the other. If only plate 2 does, $a_{\rm pl}=a_1$. If either coefficient tends to zero, so does the heat flow, since that plate exchanges no energy. Exchanging the plates leaves (6) unchanged, as it must when their areas are equal.

For $a_1=a_2=0.4$, equation (6) gives $1/a_{\rm pl}=2.5+2.5-1=4$, so $a_{\rm pl}=0.25$. The value 0.2667 for the bore of radius 6 µm lies close to this. A narrow gap around a wire is nearly a pair of plates.

### Stage two: the geometry of a curved gap

Now let wall 1 be the outside of a cylinder of radius $r_1$, and wall 2 the inside of a coaxial cylinder of radius $r_2>r_1$. Both are long enough for their ends to be ignored. The areas satisfy

$$\varphi\equiv\frac{A_1}{A_2}=\frac{r_1}{r_2}.$$

The inner surface is convex, so an atom leaving it cannot strike it again without first meeting the outer wall. An atom leaving the outer wall has two possibilities: it can strike the wire, or pass it and strike the outer wall again. This second possibility did not exist between plates. Its probability depends on the directions in which atoms leave.

I assume diffuse reflection at both walls. The probability that an atom leaves within the solid angle $d\Omega$ is $\cos\gamma\,d\Omega/\pi$, where $\gamma$ is the angle from the normal, and the direction is independent both of the direction of arrival and of the energy. This assumption concerns direction alone. An atom may be scattered diffusely and still keep part or all of its energy, so diffuse reflection is compatible with $a_i<1$.

Let $\nu$, $t$ and $z$ be the components of the unit direction vector along the inward normal, around the circumference and along the axis. Then $\nu=\cos\gamma=\sqrt{1-t^2-z^2}$. An element of the unit sphere projects onto the $(t,z)$ plane with its area reduced by the factor $\nu$, so $dt\,dz=\nu\,d\Omega$. The probability becomes

$$\frac{\cos\gamma\,d\Omega}{\pi}=\frac{dt\,dz}{\pi}.$$

The points $(t,z)$ fill the unit disk uniformly.

Seen along the axis, the path is a straight line with direction $(\nu,t)$, a vector of length $\sqrt{\nu^2+t^2}=\sqrt{1-z^2}$. Its angle $\psi$ to the inward radius satisfies

$$\sin\psi=\frac{|t|}{\sqrt{1-z^2}} .$$

The line starts at distance $r_2$ from the axis and passes it at distance $r_2\sin\psi$. It meets the inner cylinder if this distance is less than $r_1$, that is, if $|t|<\varphi\sqrt{1-z^2}$. The fraction of atoms leaving wall 2 that next strike wall 1 is the area of this part of the disk divided by $\pi$:

$$F_{21}=\frac1\pi\int_{-1}^{1}2\varphi\sqrt{1-z^2}\,dz=\frac{2\varphi}{\pi}\cdot\frac{\pi}{2}=\varphi=\frac{A_1}{A_2}. \tag{7}$$

**Limits.** As $r_1\to r_2$, $F_{21}\to1$ and each atom crosses to the other wall, as between plates. As $r_1\to0$, $F_{21}\to0$, since a very thin wire is rarely hit.

### The strike rate is the same on both walls

Let $J_1$ and $J_2$ be the numbers of atoms striking unit area of each wall per second. In a steady state these are also the numbers leaving. By symmetry each is uniform over its wall. All atoms that strike wall 1 come from wall 2, so

$$J_1A_1=J_2A_2F_{21}=J_2A_1\quad\Rightarrow\quad J_1=J_2\equiv J. \tag{8}$$

The temperatures do not appear. A hotter wall sends out faster atoms, but in a steady state it cannot send out more atoms than it receives.

The outer wall receives $JA_2$ atoms per second. Of these, $JA_1$ come from the wire, which is the fraction $\varphi$. The remaining fraction $1-\varphi$ comes from the outer wall itself.

### The energy balance in the curved gap

Let $\theta_1$ and $\theta_2$ again label the energies of atoms leaving the two walls. Since direction is independent of energy, the atoms that leave wall 2 towards the wire have the same mean energy as all atoms leaving wall 2. The wire therefore receives label $\theta_2$, and its balance (4) is unchanged.

The outer wall receives a mixture with label

$$\varphi\theta_1+(1-\varphi)\theta_2=\theta_2+\varphi D.$$

Its accommodation rule is

$$\theta_2=(1-a_2)(\theta_2+\varphi D)+a_2T_2 .$$

Again moving $(1-a_2)\theta_2$ to the left and dividing by $a_2$,

$$\theta_2-T_2=\varphi\left(\frac1{a_2}-1\right)D. \tag{9}$$

Compared with (5), the difference is the factor $\varphi$. Adding (4) and (9) gives

$$T_1-T_2=D\left[\frac1{a_1}+\varphi\left(\frac1{a_2}-1\right)\right].$$

The heat leaving the inner cylinder is $Q=A_1J\,2k\,D$. The result is

$$Q=a\,A_1J\,2k\,(T_1-T_2),\qquad \frac1a=\frac1{a_1}+\frac{A_1}{A_2}\left(\frac1{a_2}-1\right). \tag{10}$$

The same heat must enter the outer wall. That wall receives $A_2J\,2k(\theta_2+\varphi D)$ and returns $A_2J\,2k\,\theta_2$. The difference is $A_2\varphi J\,2kD=A_1J\,2kD$, which agrees.

The sign is also settled. $Q$ is positive when heat leaves the wire, which happens for $T_1>T_2$. If the outer wall is hotter, $D$ and $Q$ are negative and $a$ is unchanged.

The coefficient $a$ belongs to the inner area. If the heat were written as $Q=a'A_2J\,2k(T_1-T_2)$, then $a'=\varphi a$ and

$$\frac1{a'}=\frac{A_2}{A_1}\,\frac1{a_1}+\frac1{a_2}-1 .$$

The heat is the same, but the coefficient is different. A quoted effective coefficient is therefore incomplete without its reference area.

**Limits.** For $\varphi\to1$, (10) becomes the plate law (6). For $\varphi\to0$ at fixed $a_2>0$, it becomes $a=a_1$, and the outer coefficient drops out. For $a_2=1$ the area ratio has no effect. The opening numbers now follow: with both coefficients 0.4, a bore of radius 6 µm has $\varphi=5/6$ and $1/a=2.5+1.25=3.75$, while one of radius 20 µm has $\varphi=1/4$ and $1/a=2.5+0.375=2.875$.

## Second half: repeated collisions, another reflection law and a gauge

### Symbols and results carried over

Wall 1 is the inner cylinder and wall 2 the outer one, with radii $r_1<r_2$, temperatures $T_1,T_2$, accommodation coefficients $a_1,a_2$ and area ratio $\varphi=A_1/A_2=r_1/r_2$. Each wall is struck by $J$ atoms per unit area and second. The labels $\theta_1,\theta_2$ are the mean energies of atoms leaving the walls, divided by $2k$, and $D=\theta_1-\theta_2$. For diffuse reflection,

$$Q=aA_1J\,2k(T_1-T_2),\qquad \frac1a=\frac1{a_1}+\varphi\left(\frac1{a_2}-1\right),\qquad D=a(T_1-T_2).$$

An atom leaving the outer wall strikes the inner one next with probability $\varphi$. An equilibrium gas at temperature $T$ and pressure $p$ has $J=p/\sqrt{2\pi mkT}$.

### Why a thin wire does not notice the outer coefficient

The balance gives the factor $\varphi$, and following one atom shows its origin. An atom that leaves the wire strikes the outer wall $N$ times before it returns, with $N\ge1$. After each of these collisions it goes to the wire with probability $\varphi$, independently of its past. The probability of a particular $N$ is $\varphi(1-\varphi)^{N-1}$, and the mean of $N$ is $1/\varphi$.

By the accommodation rule, each outer collision multiplies the mean energy excess over $2kT_2$ by $1-a_2$. The fraction of the excess that survives a whole trip is

$$\sum_{N=1}^{\infty}\varphi(1-\varphi)^{N-1}(1-a_2)^N=\frac{\varphi(1-a_2)}{1-(1-\varphi)(1-a_2)} .$$

This is a geometric series with ratio $(1-\varphi)(1-a_2)$. Its denominator equals $a_2+\varphi(1-a_2)$. One minus the surviving fraction is the accommodation coefficient of the trip as a whole:

$$a_2^*=\frac{a_2}{a_2+\varphi(1-a_2)},\qquad \frac1{a_2^*}=1+\varphi\left(\frac1{a_2}-1\right).$$

Seen from the wire, each trip is one exchange with a wall of coefficient $a_2^*$. Putting $a_2^*$ in place of $a_2$ in the plate law gives

$$\frac1{a_1}+\frac1{a_2^*}-1=\frac1{a_1}+\varphi\left(\frac1{a_2}-1\right),$$

which is the cylinder law again.

For $\varphi=0.25$ and $a_2=0.4$, an atom makes four outer collisions per trip on average, and $a_2^*=0.4/(0.4+0.15)=0.73$. The wider bore conducts better because its wall has more chances to cool each atom before the atom returns to the wire.

For diffuse reflection, the heat flow between coaxial cylinders depends on the ratio of the wall areas, because atoms can strike the outer wall several times before returning to the wire. It remains to test this law numerically, to see what changes under another reflection law, and to apply it to a wire in helium with the strike rate taken from a pressure gauge.

Numbers in the example were calculated in double precision.
